# Rashba coupling and effective mass of BiTeI from its band minimum: a program that tests the result

```python
"""
Result under test: a parabolic Rashba band
    H = hbar^2 k^2/(2 m) + alpha (sigma_x k_y - sigma_y k_x)
with its minimum at distance k0 from the crossing and E_R below it has
    alpha = 2 E_R/k0   and   m = hbar^2 k0^2/(2 E_R).
Units: energy eV, length angstrom (A), mass in electron masses.
The matrices are diagonalized numerically and their minima are compared with
the input offset and energy. A four-band matrix and a warping term size
the effects which the parabolic model neglects.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

HBAR2_OVER_ME = const.hbar**2 / (const.m_e * const.e) * 1e20  # eV A^2
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
ID2 = np.eye(2)


def spin_momentum(k, angle):
    return k * (np.sin(angle) * SX - np.cos(angle) * SY)


def rashba_matrix(k, angle, alpha, mass, warping=0.0):
    return (HBAR2_OVER_ME * k**2 / (2 * mass) * ID2
            + alpha * spin_momentum(k, angle)
            + warping * k**3 * np.cos(3 * angle) * SZ)


def find_minimum(band):
    """Return position and energy of the minimum of band(k)."""
    found = minimize_scalar(band, bounds=(0.001, 0.12), method="bounded",
                            options={"xatol": 1e-10})
    return found.x, found.fun


def curvature_mass(band, k, step=1e-4):
    second = (band(k + step) - 2 * band(k) + band(k - step)) / step**2
    return HBAR2_OVER_ME / second


def recover(offset, energy):
    return 2 * energy / offset, HBAR2_OVER_ME * offset**2 / (2 * energy)


# Inputs and recovered parameters
k0, e_r = 0.052, 0.10
alpha, mass = recover(k0, e_r)

# Parabolic model: minimum, ring, curvature, splitting and spin
for angle in (0.0, 0.4, 1.3, 2.9):
    def lower(k):
        return np.linalg.eigvalsh(rashba_matrix(k, angle, alpha, mass))[0]
    k_min, e_min = find_minimum(lower)
    assert abs(k_min - k0) < 1e-6
    assert abs(e_min + e_r) < 1e-10
    mass_from_curvature = curvature_mass(lower, k0)
    assert abs(mass_from_curvature / mass - 1) < 1e-5
    levels, states = np.linalg.eigh(rashba_matrix(k0, angle, alpha, mass))
    splitting = levels[1] - levels[0]
    assert abs(splitting - 4 * e_r) < 1e-10
    along_k = np.cos(angle) * SX + np.sin(angle) * SY
    across_k = np.sin(angle) * SX - np.cos(angle) * SY
    for index, sign in ((0, -1), (1, 1)):
        state = states[:, index]
        assert abs(np.vdot(state, along_k @ state)) < 1e-10
        assert abs(np.vdot(state, SZ @ state)) < 1e-10
        assert abs(np.vdot(state, across_k @ state) - sign) < 1e-10
assert np.ptp(np.linalg.eigvalsh(rashba_matrix(0, 0, alpha, mass))) < 1e-12
assert abs(alpha - 3.8) < 0.1 and abs(mass - 0.1) < 0.01

# Rounding of the inputs: half a unit in the last given digit
corners = [recover(k0 + dk, e_r + de) for dk, de in
           itertools.product((-0.0005, 0.0005), (-0.005, 0.005))]
alpha_range = [f(c[0] for c in corners) for f in (min, max)]
mass_range = [f(c[1] for c in corners) for f in (min, max)]
rng = np.random.default_rng(4)
for dk, de in rng.uniform(-1, 1, (500, 2)) * [0.0005, 0.005]:
    a_try, m_try = recover(k0 + dk, e_r + de)
    assert alpha_range[0] <= a_try <= alpha_range[1]
    assert mass_range[0] <= m_try <= mass_range[1]

# Misreading the offset as the full distance between opposite minima
alpha_misread, mass_misread = recover(k0 / 2, e_r)

# Valence-band mixing: same offset and depth in a four-band matrix
smallest_gap = 0.4
gap = smallest_gap + 2 * e_r
reduction = 1 - e_r / gap
alpha_mixed = alpha * reduction
mass_parameter = mass / reduction
v_squared = gap * HBAR2_OVER_ME / (2 * mass_parameter) - alpha_mixed**2
assert v_squared > 0
v_mix = np.sqrt(v_squared)


def four_levels(k, angle=0.7):
    s = spin_momentum(k, angle)
    matrix = (np.kron(SZ, gap / 2 * ID2 + alpha_mixed * s)
              + np.kron(SX, v_mix * s))
    return np.linalg.eigvalsh(matrix)


def mixed_lower(k):
    return four_levels(k)[2] - gap / 2


k_mixed, e_mixed = find_minimum(mixed_lower)
assert abs(k_mixed - k0) < 1e-6 and abs(e_mixed + e_r) < 1e-10
at_minimum = four_levels(k0)
assert abs(at_minimum[2] - at_minimum[1] - smallest_gap) < 1e-10
small_k = 1e-5
near_crossing = four_levels(small_k)
slope = (near_crossing[3] - near_crossing[2]) / (2 * small_k)
assert abs(slope / alpha_mixed - 1) < 1e-6
mass_bottom = curvature_mass(mixed_lower, k0)
assert abs(mass_bottom / (mass_parameter * (1 - 2 * e_r / gap)) - 1) < 1e-3
k_probe = 1e-3
probe = four_levels(k_probe)
quadratic = ((probe[2] + probe[3]) / 2 - gap / 2) / k_probe**2
mass_crossing = HBAR2_OVER_ME / (2 * quadratic)
assert abs(mass_crossing / (HBAR2_OVER_ME * gap / (2 * v_squared)) - 1) < 1e-3

# Hexagonal warping with a trial strength
warping = 100.0


def warped_minimum(angle):
    return find_minimum(lambda k: np.linalg.eigvalsh(
        rashba_matrix(k, angle, alpha, mass, warping))[0])


k_warp, e_warp = warped_minimum(0.0)
k_still, e_still = warped_minimum(np.pi / 6)
assert abs(k_still - k0) < 1e-6 and abs(e_still + e_r) < 1e-10
assert e_warp < -e_r
alpha_warp, mass_warp = recover(k_warp, -e_warp)

thermal = const.k * 300 / const.e

print(f"hbar^2/m_e                         {HBAR2_OVER_ME:.4f} eV A^2")
print(f"input momentum offset k0           {k0:.3f} 1/A")
print(f"input Rashba energy E_R            {e_r:.2f} eV")
print(f"recovered alpha                    {alpha:.3f} eV A")
print(f"recovered alpha, converted         {alpha / 10:.4f} eV nm")
print(f"recovered mass                     {mass:.4f} m_e")
print(f"last numerical minimum, position   {k_min:.5f} 1/A")
print(f"last numerical minimum, energy     {e_min:.5f} eV")
print(f"mass from numerical curvature      {mass_from_curvature:.4f} m_e")
print(f"spin splitting at k0               {splitting:.3f} eV")
print(f"alpha range from input rounding    {alpha_range[0]:.2f} to "
      f"{alpha_range[1]:.2f} eV A")
print(f"mass range from input rounding     {mass_range[0]:.3f} to "
      f"{mass_range[1]:.3f} m_e")
print(f"alpha if offset is misread         {alpha_misread:.3f} eV A")
print(f"mass if offset is misread          {mass_misread:.4f} m_e")
print(f"rough smallest gap                 {smallest_gap:.1f} eV")
print(f"four-band gap G at k = 0           {gap:.1f} eV")
print(f"four-band factor 1 - E_R/G         {reduction:.4f}")
print(f"four-band slope a at crossing      {slope:.3f} eV A")
print(f"four-band mass parameter M         {mass_parameter:.4f} m_e")
print(f"four-band mixing strength v        {v_mix:.3f} eV A")
print(f"four-band radial mass at minimum   {mass_bottom:.4f} m_e")
print(f"four-band mass at crossing         {mass_crossing:.3f} m_e")
print(f"change of alpha by mixing          "
      f"{100 * (slope / alpha - 1):.1f} %")
print(f"change of minimum mass by mixing   "
      f"{100 * (mass_bottom / mass - 1):.1f} %")
print(f"trial warping strength             {warping:.0f} eV A^3")
print(f"warping energy at k0               {warping * k0**3:.4f} eV")
print(f"warped offset, strongest direction {k_warp:.5f} 1/A")
print(f"warped depth, strongest direction  {-e_warp:.5f} eV")
print(f"alpha read from warped minimum     {alpha_warp:.3f} eV A")
print(f"mass read from warped minimum      {mass_warp:.4f} m_e")
print(f"thermal energy at 300 K            {thermal:.4f} eV")
print(f"thermal energy / E_R               {thermal / e_r:.3f}")
print("all assertions hold")
```

Printed output:

```
hbar^2/m_e                         7.6200 eV A^2
input momentum offset k0           0.052 1/A
input Rashba energy E_R            0.10 eV
recovered alpha                    3.846 eV A
recovered alpha, converted         0.3846 eV nm
recovered mass                     0.1030 m_e
last numerical minimum, position   0.05200 1/A
last numerical minimum, energy     -0.10000 eV
mass from numerical curvature      0.1030 m_e
spin splitting at k0               0.400 eV
alpha range from input rounding    3.62 to 4.08 eV A
mass range from input rounding     0.096 to 0.111 m_e
alpha if offset is misread         7.692 eV A
mass if offset is misread          0.0258 m_e
rough smallest gap                 0.4 eV
four-band gap G at k = 0           0.6 eV
four-band factor 1 - E_R/G         0.8333
four-band slope a at crossing      3.205 eV A
four-band mass parameter M         0.1236 m_e
four-band mixing strength v        2.867 eV A
four-band radial mass at minimum   0.0824 m_e
four-band mass at crossing         0.278 m_e
change of alpha by mixing          -16.7 %
change of minimum mass by mixing   -20.0 %
trial warping strength             100 eV A^3
warping energy at k0               0.0141 eV
warped offset, strongest direction 0.05267 1/A
warped depth, strongest direction  0.10051 eV
alpha read from warped minimum     3.816 eV A
mass read from warped minimum      0.1052 m_e
thermal energy at 300 K            0.0259 eV
thermal energy / E_R               0.259
all assertions hold
```
